# The Druyvesteyn formula: electron energy distribution from retarded Langmuir-probe current

When a plasma-processing model needs an ionization or dissociation rate coefficient, one must decide which electron energy distribution to put under the integral over the cross-section. One choice is a Maxwellian, with a temperature read from the slope of a Langmuir-probe characteristic. Another is the distribution contained in the characteristic itself, which requires differentiating the current twice. The two can differ greatly at the energies where inelastic processes begin. The second choice rests on a relation between the electron current and the isotropic distribution that supplies it.

Let the plasma potential be $\Phi_p$ and the probe potential $\Phi_b$. The retarding voltage is

$$V=\Phi_p-\Phi_b>0 .$$

The elementary charge $e$ is positive, the electron mass is $m$, and $I(V)$ is the magnitude of the electron current to a probe of surface area $A$. The ion current is taken to have been removed. An electron has potential energy zero in the distant plasma and $eV$ at the probe surface.

Far from the probe the velocity distribution is isotropic, so it depends on velocity through the kinetic energy $\varepsilon=mv^2/2$ alone. It is written $F(\varepsilon)$ and normalized to the electron density,

$$\int F\,d^3v=n .$$

The energy distribution $g(\varepsilon)$ counts electrons per unit volume and unit energy, with $\int_0^\infty g\,d\varepsilon=n$. A shell in velocity space contains $4\pi v^2F\,dv$ electrons per unit volume. Since $d\varepsilon=mv\,dv$, we have $v^2dv=v\,d\varepsilon/m$, and therefore

$$g(\varepsilon)=\frac{4\pi}{m}\sqrt{\frac{2\varepsilon}{m}}\;F(\varepsilon).$$

The function $g$ contains the factor $\sqrt{\varepsilon}$ from the volume of the shell; $F$ does not.

The sheath is assumed steady, collisionless and unmagnetized, and the distant plasma undisturbed by the probe. In a discharge this requires an electron mean free path much longer than the probe radius and the sheath, and a plasma potential that does not oscillate relative to the probe, as it does in a radio-frequency discharge without compensation. The surface absorbs every electron that reaches it and emits none. The probe is a plane, a long cylinder without end effects, or a sphere, and the potential has the same symmetry. The potential energy $W$ rises monotonically towards the surface.

Without collisions, the phase-space density is constant along an orbit. An electron that arrives at the surface with speed $u$ has total energy $mu^2/2+eV$, which was its kinetic energy in the distant plasma. The distribution of arriving electrons is therefore

$$f_{\rm surface}(\mathbf u)=F\!\left(\frac{mu^2}{2}+eV\right),$$

provided that the orbit really does lead back to the distant plasma. To check this, reverse the velocity at the surface and follow the electron outwards. For a sphere, with angular momentum $L$, the radial equation is

$$\ddot r=\frac{L^2}{m^2r^3}-\frac{1}{m}\frac{dW}{dr}\ge0,$$

because $W$ does not increase with $r$. The initial radial velocity is positive and cannot decrease, so the electron escapes. For a cylinder the same equation holds with the angular momentum about the axis, while the axial motion is free. For a plane the centrifugal term is absent and the conclusion is the same. Every inward velocity at the surface is thus populated from the plasma; exactly tangential velocities occupy no volume in velocity space and do not affect the current.

The current is the charge times the normal flux, integrated over the inward hemisphere. If $\theta$ is the angle from the inward normal, the normal velocity is $u\cos\theta$ and $d^3u=2\pi u^2\sin\theta\,d\theta\,du$. Hence

$$I=eA\int_0^\infty du\,2\pi u^3F\!\left(\frac{mu^2}{2}+eV\right)\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta .$$

The angular integral is $1/2$, leaving a prefactor $\pi eA$. Now take the total energy $\varepsilon=mu^2/2+eV$ as the variable. Then $u^2=2(\varepsilon-eV)/m$ and $u\,du=d\varepsilon/m$, so that $u^3du=2(\varepsilon-eV)\,d\varepsilon/m^2$. The lower limit $u=0$ becomes $\varepsilon=eV$, and

$$I(V)=\frac{2\pi eA}{m^2}\int_{eV}^{\infty}(\varepsilon-eV)F(\varepsilon)\,d\varepsilon .$$

The voltage enters twice, in the limit and in the integrand. With $F$ continuous and decaying fast enough for the integrals to converge, the first derivative is

$$\frac{dI}{dV}=\frac{2\pi eA}{m^2}\left[-e(eV-eV)F(eV)-e\int_{eV}^{\infty}F\,d\varepsilon\right].$$

The boundary term is zero: electrons that only just surmount the barrier arrive with no speed and carry no flux. What remains is

$$\frac{dI}{dV}=-\frac{2\pi e^2A}{m^2}\int_{eV}^{\infty}F(\varepsilon)\,d\varepsilon .$$

In the second differentiation only the lower limit depends on $V$. It supplies a factor $-eF(eV)$, whose sign cancels the one in front:

$$\frac{d^2I}{dV^2}=\frac{2\pi e^3A}{m^2}F(eV).$$

The second derivative has turned an integral over all energies above the barrier into the distribution at the barrier. To express it through $g$, use $F(eV)=m\,g(eV)/[4\pi\sqrt{2eV/m}]$:

$$\frac{d^2I}{dV^2}=\frac{e^3A}{2m\sqrt{2eV/m}}\,g(eV).$$

Since $m\sqrt{2eV/m}=\sqrt{2meV}$, solving for $g$ gives the Druyvesteyn formula,

$$\boxed{g(eV)=\frac{2\sqrt{2meV}}{e^3A}\,\frac{d^2I}{dV^2}} .$$

This $g$ is per joule. The distribution per electronvolt is this $g$ multiplied by the number of joules in one electronvolt, numerically $e$, so its denominator contains $e^2$ instead of $e^3$. Because $V=\Phi_p-\Phi_b$, the first derivative changes sign when taken with respect to probe potential, but the second does not.

The area $A$ is that of the solid surface, even when the sheath is much wider than the probe. The same current can be found from the distant plasma, which shows why the sheath thickness drops out. Consider a sphere of radius $a$ and an electron of energy $E$ with impact parameter $b$. Its angular momentum satisfies $L^2=2mEb^2$, so energy conservation reads

$$\frac{m\dot r^2}{2}=E-W(r)-E\frac{b^2}{r^2}.$$

Both subtracted terms are largest at the smallest radius. If the electron has enough energy to reach $r=a$, it therefore has enough at every larger radius. The condition for capture involves the surface alone:

$$b^2\le b_{\max}^2=a^2\left(1-\frac{eV}{E}\right),\qquad E>eV .$$

Each direction of incidence sees a capture disc of area $\pi b_{\max}^2$. Summing over all electrons gives

$$I=e\int_{eV}^{\infty}\pi a^2\left(1-\frac{eV}{\varepsilon}\right)v\,g\,d\varepsilon
=\frac{eA}{4}\int_{eV}^{\infty}\left(1-\frac{eV}{\varepsilon}\right)v\,g\,d\varepsilon,$$

with $A=4\pi a^2$ and $v=\sqrt{2\varepsilon/m}$. This is the earlier current: inserting $F=mg/(4\pi v)$ there produces $eA(\varepsilon-eV)g/(2mv)$ under the integral, and $1/v=mv/(2\varepsilon)$ turns it into the present form.

For a cylinder of length $\ell$, the energy in the capture condition is the transverse energy $\varepsilon\sin^2\alpha$, where $\alpha$ is the angle between velocity and axis. The capture width is $2b_{\max}$ and the transverse speed is $v\sin\alpha$. With $q=eV/\varepsilon$ and $c=\cos\alpha$, the average of transverse speed times $b_{\max}/a$ over isotropic directions is

$$\frac v2\int_{-\sqrt{1-q}}^{\sqrt{1-q}}\sqrt{1-q-c^2}\,dc=\frac{\pi v}{4}(1-q),$$

since the integral is the area of a half-disc of radius $\sqrt{1-q}$. Multiplication by $2a\ell$ gives $(2\pi a\ell)v(1-q)/4$, again the surface area times the same factor. As $V\to0^+$, both geometries yield $I\to eAn\bar v/4$, where $\bar v$ is the mean speed.

This agreement was tested by integrating electron orbits through a prescribed monotonic repelling potential, not a self-consistent sheath, that extended to 4 probe radii, with a retarding voltage of 4 V. The traced critical impact parameters agreed with the capture condition to within $1.1\times10^{-9}a^2$ in $b^2$. For the distribution described below, the resulting current density was 86.18 A/m² for both cylinder and sphere, equal at this precision to the value from the planar velocity integral.

For the example, take a cylindrical probe of radius 50 µm and length 10 mm, with $A=3.14\times10^{-6}$ m². The density is $10^{16}$ m⁻³, the mean energy is 4 eV, and

$$F(\varepsilon)\propto e^{-(\varepsilon/\varepsilon_0)^2}.$$

This is the Druyvesteyn distribution. The Druyvesteyn formula does not presuppose it; the shared name should not suggest otherwise. Because $g\propto\sqrt\varepsilon\,F$, the substitution $x=\varepsilon/\varepsilon_0$ gives

$$\langle\varepsilon\rangle=\varepsilon_0\frac{\int_0^\infty x^{3/2}e^{-x^2}dx}{\int_0^\infty x^{1/2}e^{-x^2}dx}=\varepsilon_0\frac{\Gamma(5/4)}{\Gamma(3/4)},$$

so a mean of 4 eV requires $\varepsilon_0=5.408$ eV.

The current was generated by integration over velocity space and then differentiated numerically with a step of 0.05 V. The differences were one-sided towards larger $V$, because the retarding expression does not apply at $V<0$. At 1 V the second derivative is 93.60 µA/V² and the recovered distribution is $1.254\times10^{15}$ m⁻³ eV⁻¹. These values fix the constant multiplying $\sqrt V\,I''$ for this area:

$$\frac{1.254\times10^{15}}{\sqrt{1}\times93.60\times10^{-6}}=1.340\times10^{19}$$

in units of m⁻³ eV⁻¹ V³ᐟ² A⁻¹. At 4 V, where $I''=56.04$ µA/V², the same constant gives

$$g=1.340\times10^{19}\times\sqrt4\times56.04\times10^{-6}=1.502\times10^{15}\ \text{m}^{-3}\,\text{eV}^{-1}.$$

The second derivative has fallen between these voltages, but $g$ has risen, because the factor $\sqrt V$ restores the growing volume of the velocity shell. At all five tabulated voltages, from 1 to 12 V, the recovered and input distributions were required to agree within one part in $10^4$, and they did.

The density and mean energy follow from integrals of the recovered curve. With $d\varepsilon=e\,dV$,

$$n=\frac{2\sqrt{2me}}{e^2A}\int_0^\infty\sqrt V\,I''(V)\,dV,\qquad
\langle\varepsilon\rangle=e\,\frac{\int_0^\infty V^{3/2}I''\,dV}{\int_0^\infty V^{1/2}I''\,dV}.$$

They return $1.000\times10^{16}$ m⁻³ and 4.000 eV. An error in the probe area cancels from the mean energy but not from the density, which is inversely proportional to the assumed $A$.

The slope method can be judged from the same current. Define an apparent temperature in energy units by

$$T_{\rm app}(V)=-e\frac{I}{dI/dV}
=\frac{\int_0^\infty w\,F(eV+w)\,dw}{\int_0^\infty F(eV+w)\,dw},$$

where $w=\varepsilon-eV$ is the energy left at the surface. For a Maxwellian, $F\propto e^{-\varepsilon/T}$ with $T$ in energy units. The factor $e^{-eV/T}$ cancels, and $T_{\rm app}=T$ at every retarding voltage. For the distribution used here,

$$F(eV+w)\propto e^{-2eVw/\varepsilon_0^2}\,e^{-w^2/\varepsilon_0^2}.$$

Raising $V$ shifts the weight towards small $w$, so $T_{\rm app}$ falls. It is 2.43 eV at 2 V and 1.20 eV at 10 V. No single temperature describes this characteristic.

Nor does matching the mean energy repair the tail. A Maxwellian with mean energy 4 eV has $T=2\times4/3=2.67$ eV. Its energy distribution is $2n\sqrt{\varepsilon}\,e^{-\varepsilon/T}/(\sqrt\pi\,T^{3/2})$, which at 12 eV gives about $1.0\times10^{14}$ m⁻³ eV⁻¹. The recovered value is $3.27\times10^{13}$ m⁻³ eV⁻¹, smaller by a factor of about three. A rate coefficient would inherit an error of about this size if only electrons in a narrow range around 12 eV contributed. For a process with its threshold at 12 eV the error is larger, because above $\varepsilon_0^2/(2T)\approx5.5$ eV the ratio of the Maxwellian to the actual distribution keeps growing with energy.

The price of the second derivative is sensitivity to noise. Suppose that a measured current has independent errors of standard deviation $\sigma$, and that $I''$ is estimated by the central difference $[I(V+h)-2I(V)+I(V-h)]/h^2$. The variances add with weights $1+4+1=6$, so the error of the estimate has standard deviation $\sqrt6\,\sigma/h^2$. At 12 V the example has $I''=0.704$ µA/V². To keep the noise at 10 percent of this value with $h=0.5$ V, one needs

$$\sigma=\frac{0.0704\times0.25}{\sqrt6}\ \text{µA}\approx0.007\ \text{µA}.$$

The current at 1 V is 1.00 mA, about $10^5$ times larger. A larger step suppresses noise but blurs the distribution: the leading discretization error of this difference is $h^2I''''/12$, proportional to the curvature of $F$.

The ion current matters for the same reason. If the measured current is $I-I_i$, with $I_i$ the magnitude of the ion current, its second derivative is $I''-I_i''$. A constant or linearly varying ion current has no effect, but any curvature left after subtraction appears directly as a false contribution to $g$. The relative error in $g$ is the ratio of this leftover curvature to $I''$. If the leftover curvature falls more slowly with $V$ than $I''$ does, the tail is the most exposed part. For a rough size, take cold argon ions of mass $M$ and the orbit-limited current to a thin cylinder, $I_i\approx(eAn/\pi)\sqrt{2eV/M}$. For the example probe this is about 12 µA at 12 V, against an electron current of 0.83 µA, so the values quoted at 10 and 12 V lie beyond the floating potential, near 9 V, and exist only after subtraction. The curvature $|I_i''|=I_i/(4V^2)$ is about 3 percent of $I''$ at 12 V and equals it near 16 V.

An incorrect plasma potential causes a different distortion. If $\Phi_p$ is chosen too low by $\delta>0$, the assumed retarding voltage is $V'=V-\delta$. The second derivative plotted at $V'$ belongs to $V'+\delta$, while the square root is evaluated at $V'$. The inferred distribution is therefore

$$g_{\rm inferred}(\varepsilon)=\frac{4\pi}{m}\sqrt{\frac{2\varepsilon}{m}}\,F(\varepsilon+e\delta).$$

For a Maxwellian this multiplies $g$ by $e^{-e\delta/T}$: the density is too low, but the mean energy is unchanged. For the example distribution both moments change. With $\delta=0.5$ V, the density becomes $8.68\times10^{15}$ m⁻³, which is 13 percent below the true value, and the mean energy becomes 3.80 eV, about 5 percent low. If $\Phi_p$ is instead chosen too high, the lowest part of the inferred curve comes from voltages at which the probe attracts electrons, where the derivation does not apply.

Isotropy is also a physical condition that the formula cannot certify by itself. Consider a planar probe in a plasma with Maxwellian normal and transverse motions at different temperatures $T_z$ and $T_\perp$, both in energy units. Only the normal energy decides whether an electron crosses the barrier. Integration over the transverse velocities leaves the normal distribution $n\sqrt{m/(2\pi T_z)}\,e^{-mv_z^2/(2T_z)}$, and the current is

$$I=eAn\sqrt{\frac{m}{2\pi T_z}}\int_{\sqrt{2eV/m}}^\infty v_z e^{-mv_z^2/(2T_z)}dv_z
=eAn\sqrt{\frac{T_z}{2\pi m}}\,e^{-eV/T_z}.$$

Two derivatives multiply this by $e^2/T_z^2$. The Druyvesteyn formula then returns

$$g_{\rm inferred}(\varepsilon)=\frac{2n}{\sqrt\pi\,T_z^{3/2}}\sqrt\varepsilon\,e^{-\varepsilon/T_z},$$

a perfectly regular Maxwellian at the normal temperature. Its density is correct, but its mean energy is $3T_z/2$, whereas the true mean is $T_z/2+T_\perp$. For $T_z=2$ eV and $T_\perp=4$ eV, the numerical test gives 3.00 eV instead of 5.00 eV, an error of 40 percent relative to the true mean. When $T_\perp=T_z$ the two expressions coincide, and the calculation becomes a check of the formula for an isotropic Maxwellian. A smooth recovered curve is thus no evidence of isotropy; in planar geometry, measurements with the surface turned to different directions can reveal whether the normal distribution changes.

The numerical output gives the currents, derivatives and recovered distributions at the individual voltages.

## Numbers as computed

```
Probe radius: 50.0 micrometre
Probe length: 10.0 mm
Probe area: 3.14159e-06 m^2
Input electron density: 1.000e+16 m^-3
Input mean energy: 4.000 eV
Distribution energy scale: 5.4078 eV
Voltage difference step: 0.050 V
V [V], I [mA], I'' [microA/V^2], g found, g input [1e15 m^-3 eV^-1]
  1.0   1.000249    93.60255   1.254185   1.254185
  2.0   0.677312    84.47660   1.600757   1.600757
  4.0   0.270740    56.04428   1.501880   1.501880
  8.0   0.023469    10.85703   0.411462   0.411462
 12.0   0.000826     0.70417   0.032684   0.032684
Recovered density: 1.00000e+16 m^-3
Recovered mean energy: 4.00000 eV
Orbit test retarding voltage: 4.0 V
Orbit test sheath edge: 4.0 probe radii
Largest error in squared impact parameter: 1.1e-09 a^2
Planar current density: 86.1792 A/m^2
Cylinder current density from orbits: 86.1792 A/m^2
Sphere current density from orbits: 86.1792 A/m^2
Apparent temperature at 2 V: 2.428 eV
Apparent temperature at 10 V: 1.196 eV
Plasma potential chosen too low by: 0.50 V
Density with this error: 8.6768e+15 m^-3
Relative density error: -13.23 percent
Mean energy with this error: 3.8035 eV
Anisotropic case, normal temperature: 2.00 eV
Anisotropic case, transverse temperature: 4.00 eV
Anisotropic case, recovered density: 1.0000e+16 m^-3
Anisotropic case, recovered mean energy: 3.0000 eV
Anisotropic case, true mean energy: 5.0000 eV
```
